# Dislocation-Free Surface Zone of an Equilibrated Linearly Graded Film: a program that tests the result

```python
"""
Result under test: an equilibrated film with misfit f(z) = g*z has a
dislocation-free surface zone of width w = sqrt(2*E/(M*p*g)) when the
dislocation line energy E is constant.
g: misfit gradient; z: height above the film base; h: film thickness
M: biaxial modulus; p: in-plane edge component of the Burgers vector b
Two equal crossed arrays relax the film. P(z) is the plastic strain made
by all lines below z. P must start at zero or above and never decrease.
Internal units: nm and eV.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq

eV = constants.e
GPA = 1e9 * 1e-27 / eV              # one GPa in eV/nm^3
shear_GPa, nu = 60.0, 0.25
mu = shear_GPa * GPA
M = 2 * mu * (1 + nu) / (1 - nu)
b = 0.39
p = b / 2
E = 40.0
g = 4e-6
h = 2000.0
dz = 0.5
alpha = 4.0                         # core factor in the logarithm
K = mu * b**2 * (1 - nu * 0.25) / (4 * np.pi * (1 - nu))


def constant_energy(depth):
    return np.full_like(depth, E)


def log_energy(depth):
    return K * np.log(alpha * depth / b)


def minimize_film(gradient, thickness, line_energy, base_misfit=0.0):
    """Global minimum of the discretized energy by monotone least squares."""
    n = int(round(thickness / dz))
    index = np.arange(n)
    misfit = base_misfit + gradient * (index + 0.5) * dz
    energy = line_energy((n - index) * dz)
    # Summation by parts turns the line energy into a shift of the target.
    drop = energy - np.append(energy[1:], 0.0)
    target = misfit - drop / (M * p * dz)
    means, sizes = [], []
    for value in target:
        means.append(float(value))
        sizes.append(1)
        while len(means) > 1 and means[-2] >= means[-1]:
            size = sizes[-2] + sizes[-1]
            mean = (means[-2] * sizes[-2] + means[-1] * sizes[-1]) / size
            means[-2:] = [mean]
            sizes[-2:] = [size]
    plastic = np.maximum(np.repeat(means, sizes), 0.0)
    jumps = np.diff(np.concatenate(([0.0], plastic)))
    total = M * np.sum((misfit - plastic)**2) * dz
    total += 2 * np.sum(energy * jumps) / p
    width = np.count_nonzero(plastic == plastic[-1]) * dz
    return width, misfit, plastic, total


# Elastic field of one edge dislocation at depth c below a free surface.
x, y, c = sp.symbols("x y c", real=True)
r1s = x**2 + (y - c)**2
r2s = x**2 + (y + c)**2
airy = -((y - c) * sp.log(r1s / r2s) / 2 - 2 * c * y * (y + c) / r2s)
lap = sp.diff(airy, x, 2) + sp.diff(airy, y, 2)
bilap = sp.diff(lap, x, 2) + sp.diff(lap, y, 2)
point = {x: sp.Rational(7, 10), y: sp.Rational(13, 10), c: 1}
assert abs(float(sp.N(bilap.subs(point), 30))) < 1e-12
slope_y = sp.diff(airy, y)
surface = {x: sp.Rational(7, 10), y: 0, c: 1}
assert abs(float(sp.N(airy.subs(surface), 30))) < 1e-12
assert abs(float(sp.N(slope_y.subs(surface), 30))) < 1e-12
slope_function = sp.lambdify((x, y, c), slope_y, "numpy")
prefactor = mu / (2 * np.pi * (1 - nu))
for site in (0.4, 2.5):
    integral = quad(lambda t: slope_function(t, site, 1.0),
                    -np.inf, np.inf, epsabs=1e-9, limit=300)[0]
    # Crossed arrays raise the plane-strain response by 1 + nu.
    response = (1 + nu) * prefactor * integral
    assert abs(response / (M * min(site, 1.0)) - 1) < 1e-5

# Constant line energy: derived width against direct minimization.
w = np.sqrt(2 * E / (M * p * g))
w_num, misfit, plastic, U_num = minimize_film(g, h, constant_energy)
assert abs(w_num - w) <= 2 * dz     # position resolved to the grid
strain = misfit - plastic
inside = len(misfit) - int(round(w_num / dz))
assert np.max(np.abs(strain[:inside - 2])) < 1e-10
density = (plastic[inside - 10] - plastic[10]) / (p * (inside - 20) * dz)
assert abs(density / (g / p) - 1) < 1e-6
assert abs(strain[-1] / (g * w) - 1) < 0.01
U = M * g**2 * w**3 / 3 + 2 * E * g * (h - w) / p
assert abs(U_num / U - 1) < 0.002
U_coherent = M * quad(lambda t: (g * t)**2, 0, h)[0]
assert U_num < U_coherent

gradients = g * np.array([0.25, 0.5, 1.0, 2.0, 4.0])
widths = np.array([minimize_film(q, h, constant_energy)[0]
                   for q in gradients])
exponent = np.polyfit(np.log(gradients), np.log(widths), 1)[0]
assert abs(exponent + 0.5) < 0.005

below = minimize_film(g, 0.98 * w, constant_energy)[2]
above = minimize_film(g, 1.02 * w, constant_energy)[2]
assert below[-1] == 0.0 and above[-1] > 0.0
base = 0.002
w_base, _, plastic_base, _ = minimize_film(g, h, constant_energy, base)
assert abs(w_base - w) <= 2 * dz
assert abs(plastic_base[0] - base) < 2 * g * dz

# Depth-dependent line energy.


def log_balance(width):
    return (M * p * g * width**2 / 2
            - K * (np.log(alpha * width / b) - 1))


w_log = brentq(log_balance, 20.0, h)
w_log_num, misfit_log, plastic_log, _ = minimize_film(g, h, log_energy)
assert abs(w_log_num - w_log) <= 2 * dz
middle = len(misfit_log) // 2
residual = misfit_log[middle] - plastic_log[middle]
residual_formula = K / (M * p * (h - (middle + 0.5) * dz))
assert abs(residual / residual_formula - 1) < 0.01
base_zone = np.count_nonzero(plastic_log == 0.0) * dz
base_formula = brentq(lambda t: g * t - K / (M * p * (h - t)), 0.0, h / 2)
assert abs(base_zone - base_formula) <= 2 * dz
w_half = minimize_film(g / 2, h, log_energy)[0]
w_double = minimize_film(2 * g, h, log_energy)[0]
log_exponent = np.log(w_double / w_half) / np.log(4.0)
L = np.log(alpha * w_log / b) - 1
log_exponent_formula = -1 / (2 - 1 / L)
assert abs(log_exponent - log_exponent_formula) < 0.01

# Sizes of other neglected effects.
spacing = np.sqrt(p / g)
E_spacing = K * np.log(spacing / b)  # outer radius spacing/2, core b/2
w_spacing = np.sqrt(2 * E_spacing / (M * p * g))
softening = 5.0                      # fractional modulus loss per misfit


def soft_balance(width):
    load = quad(lambda s: M * (1 - softening * g * (h - s))
                * g * (width - s), 0, width)[0]
    return p * load - E


w_soft = brentq(soft_balance, 20.0, h)
temperature = 1000.0
thermal = constants.k * temperature / eV
expansion_difference, cooling = 5e-7, 700.0
cooling_strain = expansion_difference * cooling

print(f"Shear modulus: {shear_GPa:.1f} GPa")
print(f"Poisson ratio: {nu:.2f} (dimensionless)")
print(f"Biaxial modulus M: {M / GPA:.1f} GPa")
print(f"Biaxial modulus M: {M:.1f} eV/nm^3")
print(f"Burgers vector length b: {b:.3f} nm")
print(f"In-plane edge component p: {p:.3f} nm")
print(f"Constant line energy E: {E:.1f} eV/nm")
print(f"Misfit gradient g: {g:.2e} 1/nm")
print(f"Film thickness h: {h:.1f} nm")
print(f"Misfit at film top: {100 * g * h:.3f} percent")
print(f"Grid step: {dz:.2f} nm")
print(f"Zone width, formula: {w:.2f} nm")
print(f"Zone width, minimization: {w_num:.2f} nm")
print(f"Zone width, formula: {w / 1000:.4f} micrometre")
print(f"Height of zone edge: {h - w:.2f} nm")
print(f"Surface strain g*w: {100 * g * w:.4f} percent")
print(f"Surface stress M*g*w: {1000 * M / GPA * g * w:.1f} MPa")
print(f"Line density per array: {g / p:.4e} 1/nm^2")
print(f"Equilibrium energy, formula: {U:.4f} eV/nm^2")
print(f"Equilibrium energy, minimization: {U_num:.4f} eV/nm^2")
print(f"Fully coherent energy: {U_coherent:.3f} eV/nm^2")
for q, width in zip(gradients, widths):
    print(f"Minimized width at g={q:.1e} 1/nm: {width:.1f} nm")
print(f"Fitted exponent, constant E: {exponent:.4f} (dimensionless)")
print(f"Base mismatch in extra test: {100 * base:.2f} percent")
print(f"Width with base mismatch: {w_base:.2f} nm")
print(f"Log energy prefactor K: {K:.3f} eV/nm")
print(f"Log core factor alpha: {alpha:.1f} (dimensionless)")
print(f"Log line energy at zone edge: {K * (L + 1):.2f} eV/nm")
print(f"Log model width, formula: {w_log:.2f} nm")
print(f"Log model width, minimization: {w_log_num:.2f} nm")
print(f"Log model exponent, formula: {log_exponent_formula:.4f} (none)")
print(f"Log model exponent, minimization: {log_exponent:.4f} (none)")
print(f"Log model base zone: {base_formula:.2f} nm")
print(f"Log model mid-film strain: {100 * residual:.5f} percent")
print(f"Mean line spacing in one array: {spacing:.1f} nm")
print(f"Width divided by spacing: {w / spacing:.3f} (dimensionless)")
print(f"Line energy with spacing cutoff: {E_spacing:.2f} eV/nm")
print(f"Width with spacing cutoff: {w_spacing:.2f} nm")
print(f"Modulus loss per unit misfit: {softening:.1f} (dimensionless)")
print(f"Width with softening modulus: {w_soft:.2f} nm")
print(f"Growth temperature: {temperature:.0f} K")
print(f"Thermal energy: {thermal:.4f} eV")
print(f"Line energy over length b: {E * b:.2f} eV")
print(f"Thermal expansion difference: {expansion_difference:.1e} 1/K")
print(f"Cooling interval: {cooling:.0f} K")
print(f"Cooling strain size: {100 * cooling_strain:.4f} percent")
print(f"Cooling/surface strain: {cooling_strain / (g * w):.3f} (none)")
print("verified")
```

Running it gives:

```
Shear modulus: 60.0 GPa
Poisson ratio: 0.25 (dimensionless)
Biaxial modulus M: 200.0 GPa
Biaxial modulus M: 1248.3 eV/nm^3
Burgers vector length b: 0.390 nm
In-plane edge component p: 0.195 nm
Constant line energy E: 40.0 eV/nm
Misfit gradient g: 4.00e-06 1/nm
Film thickness h: 2000.0 nm
Misfit at film top: 0.800 percent
Grid step: 0.50 nm
Zone width, formula: 286.64 nm
Zone width, minimization: 286.50 nm
Zone width, formula: 0.2866 micrometre
Height of zone edge: 1713.36 nm
Surface strain g*w: 0.1147 percent
Surface stress M*g*w: 229.3 MPa
Line density per array: 2.0513e-05 1/nm^2
Equilibrium energy, formula: 2.9685 eV/nm^2
Equilibrium energy, minimization: 2.9685 eV/nm^2
Fully coherent energy: 53.261 eV/nm^2
Minimized width at g=1.0e-06 1/nm: 573.5 nm
Minimized width at g=2.0e-06 1/nm: 405.5 nm
Minimized width at g=4.0e-06 1/nm: 286.5 nm
Minimized width at g=8.0e-06 1/nm: 202.5 nm
Minimized width at g=1.6e-05 1/nm: 143.5 nm
Fitted exponent, constant E: -0.4999 (dimensionless)
Base mismatch in extra test: 0.20 percent
Width with base mismatch: 286.50 nm
Log energy prefactor K: 5.666 eV/nm
Log core factor alpha: 4.0 (dimensionless)
Log line energy at zone edge: 45.22 eV/nm
Log model width, formula: 285.03 nm
Log model width, minimization: 285.00 nm
Log model exponent, formula: -0.5386 (none)
Log model exponent, minimization: -0.5385 (none)
Log model base zone: 2.91 nm
Log model mid-film strain: 0.00233 percent
Mean line spacing in one array: 220.8 nm
Width divided by spacing: 1.298 (dimensionless)
Line energy with spacing cutoff: 35.92 eV/nm
Width with spacing cutoff: 271.61 nm
Modulus loss per unit misfit: 5.0 (dimensionless)
Width with softening modulus: 292.26 nm
Growth temperature: 1000 K
Thermal energy: 0.0862 eV
Line energy over length b: 15.60 eV
Thermal expansion difference: 5.0e-07 1/K
Cooling interval: 700 K
Cooling strain size: 0.0350 percent
Cooling/surface strain: 0.305 (none)
verified
```
